# Critical Thickness of an In-Plane Polarized Ferroelectric Film: verification in Python

```python
"""
Critical thickness of a ferroelectric film polarized in its plane.

Result under test: the film 0 < z < L becomes polar at
    L_c = xi * [arctan(xi/delta1) + arctan(xi/delta2)],  xi = sqrt(g/|a|),
for the energy per area
    F = integral(a P^2/2 + b P^4/4 + g P'^2/2) dz
        + g P(0)^2/(2 delta1) + g P(L)^2/(2 delta2),
with a < 0 and b, g, delta1, delta2 > 0.
a, b, g : Landau and gradient coefficients; delta1, delta2 : extrapolation
lengths; P : in-plane polarization; k : wave number of the softest mode.
Independent road: the energy itself in a Legendre basis, with free end values.
Reduced units: lengths in xi, polarization in sqrt(|a|/b).
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import epsilon_0, k as boltzmann
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize

SIZE = 12
NODES, WEIGHTS = leg.leggauss(40)
VALUES = leg.legvander(NODES, SIZE - 1)
SLOPES = leg.legvander(NODES, SIZE - 2) @ leg.legder(np.eye(SIZE), axis=0)
LEFT = (-1.0) ** np.arange(SIZE)
RIGHT = np.ones(SIZE)


def energy_matrices(length, d1, d2):
    """Gradient-plus-surface matrix, overlap matrix and quadrature weights."""
    w = WEIGHTS * length / 2
    slopes = SLOPES * 2 / length
    stiff = slopes.T @ (w[:, None] * slopes)
    stiff += np.outer(LEFT, LEFT) / d1 + np.outer(RIGHT, RIGHT) / d2
    return stiff, VALUES.T @ (w[:, None] * VALUES), w


def mode_k2(length, d1, d2, mode=0):
    stiff, overlap, _ = energy_matrices(length, d1, d2)
    return eigh(stiff, overlap, eigvals_only=True)[mode]


def numeric_threshold(d1, d2, mode=0):
    """Thickness in units of xi at which the chosen mode loses stability."""
    low, high = (0.01, 3.3) if mode == 0 else (0.5, 6.5)
    return brentq(lambda s: mode_k2(s, d1, d2, mode) - 1, low, high,
                  xtol=1e-12)


def formula_threshold(xi, delta1, delta2):
    return xi * (np.arctan(xi / delta1) + np.arctan(xi / delta2))


def soft_wave_number(length, delta1, delta2):
    """Root of the transcendental equation at fixed film thickness."""
    def mismatch(k):
        return (k * length - np.arctan(1 / (k * delta1))
                - np.arctan(1 / (k * delta2)))
    return brentq(mismatch, 1e-9, np.pi / length, xtol=1e-13)


def relax(length, d1, d2, b4=1.0, b6=0.0, start=1.0):
    """Minimize the full reduced energy; return energy and coefficients."""
    stiff, overlap, w = energy_matrices(length, d1, d2)
    quad = stiff - overlap

    def energy(c):
        p = VALUES @ c
        return c @ quad @ c / 2 + w @ (b4 * p**4 / 4 + b6 * p**6 / 6)

    def gradient(c):
        p = VALUES @ c
        return quad @ c + VALUES.T @ (w * (b4 * p**3 + b6 * p**5))

    def hessian(c):
        p = VALUES @ c
        curve = w * (3 * b4 * p**2 + 5 * b6 * p**4)
        return quad + VALUES.T @ (curve[:, None] * VALUES)

    first = np.zeros(SIZE)
    first[0] = start
    c = minimize(energy, first, jac=gradient, hess=hessian,
                 method="trust-exact", options={"gtol": 1e-5}).x
    for _ in range(12):  # Newton polishing beyond the energy rounding limit
        c = c - np.linalg.solve(hessian(c), gradient(c))
    assert np.linalg.norm(gradient(c)) < 1e-9
    return energy(c), c


def onset_amplitude(length, d):
    """One-mode midplane amplitude just above threshold, equal faces."""
    k = soft_wave_number(length, d, d)
    s1, s2 = np.sin(k * length), np.sin(2 * k * length)
    square = length / 2 + s1 / (2 * k)
    fourth = 3 * length / 8 + s1 / (2 * k) + s2 / (16 * k)
    return np.sqrt((1 - k**2) * square / fourth)


# Thresholds of the first two modes, and the tangent form
largest_error = 0.0
for d1, d2 in [(0.3, 0.3), (0.7, 0.7), (0.4, 1.5), (2.0, 5.0), (0.05, 3.0)]:
    found = numeric_threshold(d1, d2)
    largest_error = max(largest_error,
                        abs(found / formula_threshold(1, d1, d2) - 1))
    assert abs(np.tan(found) - (d1 + d2) / (d1 * d2 - 1)) < 1e-5
    second = numeric_threshold(d1, d2, mode=1)
    assert abs(second - found - np.pi) < 1e-5
assert largest_error < 1e-7

# Limits of strong and weak surface suppression; negative lengths
assert abs(numeric_threshold(1e-3, 1e-3) - np.pi) < 3e-3
assert abs(numeric_threshold(40, 60) / (1 / 40 + 1 / 60) - 1) < 2e-3
assert all(mode_k2(s, -1.0, -1.0) < 0 for s in (0.1, 0.5, 1, 3, 6))

# Example parameters: round values, rough hafnia-zirconia regime
T_USE, T_ZERO = 300.0, 700.0      # K
A_USE = 2.0e9                     # |a| at T_USE, V m/C
P_BULK = 0.20                     # C/m^2
G = 1.0e-9                        # V m^3/C
DELTA, DELTA_WEAK = 0.5, 2.0      # nm
FILM = 3.0                        # nm
CELL = 0.5                        # nm
GAP, SCREEN = 1000.0, 0.05        # nm, electrode gap and screening length
alpha0 = A_USE / (T_ZERO - T_USE)
b = A_USE / P_BULK**2


def xi_nm(a_abs):
    return np.sqrt(G / a_abs) * 1e9


def thickness_nm(a_abs, second=DELTA):
    return formula_threshold(xi_nm(a_abs), DELTA, second)


xi = xi_nm(A_USE)
d = DELTA / xi
Lc = thickness_nm(A_USE)
sc = Lc / xi

# Nonlinear film: zero below threshold, continuous growth above it
for start in (0.3, 1.0, 2.0):
    _, c = relax(0.97 * sc, d, d, start=start)
    assert np.max(np.abs(VALUES @ c)) < 1e-6
errors, mids, laws = [], [], []
for ratio in (1.04, 1.01):
    energy_polar, c = relax(ratio * sc, d, d)
    assert energy_polar < 0
    mids.append(abs(leg.legval(0.0, c)))
    laws.append(onset_amplitude(ratio * sc, d))
    errors.append(abs(laws[-1] / mids[-1] - 1))
assert errors[1] < 0.01 and errors[1] < 0.4 * errors[0]

# Transition temperature of a film of given thickness
k_film = soft_wave_number(FILM, DELTA, DELTA)
assert abs(mode_k2(FILM, DELTA, DELTA) / k_film**2 - 1) < 1e-8
T_film = T_ZERO - G * (k_film * 1e9)**2 / alpha0
_, c_film = relax(FILM / xi, d, d)
p_film = abs(leg.legval(0.0, c_film)) * P_BULK


def smallest_polar_stack(a_abs):
    """Fewest cells with a polar state when P lives on discrete cells."""
    c_m, d_m = CELL * 1e-9, DELTA * 1e-9
    for n in range(2, 100):
        m = np.zeros((n, n))
        for i in range(n - 1):
            m[i:i + 2, i:i + 2] += G / c_m**2 * np.array([[1, -1], [-1, 1]])
        m[0, 0] += G / (d_m * c_m)
        m[-1, -1] += G / (d_m * c_m)
        if np.linalg.eigvalsh(m)[0] < a_abs:
            return n
    raise RuntimeError("no polar stack found")


# First-order variant with the same a and bulk P: b4 = -1, b6 = +2
def first_order_polar(length):
    return min(relax(length, d, d, -1.0, 2.0, s)[0]
               for s in (0.7, 1.0, 1.3)) < -1e-10


low, high = 0.5 * sc, sc
assert first_order_polar(high) and not first_order_polar(low)
for _ in range(18):
    middle = (low + high) / 2
    if first_order_polar(middle):
        high = middle
    else:
        low = middle
L_first = high * xi
assert L_first < Lc

# Residual fields from the lateral ends, as an upward shift of a
shift_screened = 2 * SCREEN / (epsilon_0 * GAP)
shift_open = Lc / (Lc + GAP) / epsilon_0
well = A_USE * P_BULK**2 / 4
fluctuation = well * (xi * 1e-9)**3 / (boltzmann * T_USE)
coercive = 2 / (3 * np.sqrt(3)) * A_USE * P_BULK

print("INPUTS (round model values)")
print(f"|a| at {T_USE:.0f} K: {A_USE:.2e} V m/C")
print(f"Temperature T0 where a = 0: {T_ZERO:.0f} K")
print(f"Slope alpha0: {alpha0:.2e} V m/(C K)")
print(f"Bulk polarization at {T_USE:.0f} K: {P_BULK*100:.1f} uC/cm2")
print(f"Quartic coefficient b: {b:.2e} V m^5/C^3")
print(f"Gradient coefficient g: {G:.2e} V m^3/C")
print(f"Extrapolation length, both faces: {DELTA:.2f} nm")
print("CRITICAL THICKNESS")
print(f"Length xi at {T_USE:.0f} K: {xi:.4f} nm")
print(f"Ratio xi/delta: {xi/DELTA:.4f}")
print(f"arctan(xi/delta): {np.arctan(xi/DELTA):.4f} rad")
print(f"L_c from formula: {Lc:.4f} nm")
print(f"L_c from energy eigenvalue: {numeric_threshold(d, d)*xi:.4f} nm")
print(f"Upper limit pi*xi (delta to 0): {np.pi*xi:.4f} nm")
print(f"Largest relative error, five face pairs: {largest_error:.1e}")
for T in (400.0, 600.0):
    a_T = alpha0 * (T_ZERO - T)
    print(f"At {T:.0f} K: xi = {xi_nm(a_T):.4f} nm, "
          f"L_c = {thickness_nm(a_T):.4f} nm")
print(f"Faces {DELTA:.1f} and {DELTA_WEAK:.1f} nm, {T_USE:.0f} K: "
      f"L_c = {thickness_nm(A_USE, DELTA_WEAK):.4f} nm")
print("FILM OF GIVEN THICKNESS")
print(f"Thickness: {FILM:.1f} nm")
print(f"Soft-mode wave number k: {k_film:.4f} 1/nm")
print(f"Transition temperature: {T_film:.1f} K")
print(f"Midplane polarization at {T_USE:.0f} K: {p_film*100:.2f} uC/cm2")
print("ONSET (midplane polarization)")
for ratio, mid, law in zip((1.04, 1.01), mids, laws):
    print(f"L/L_c = {ratio:.2f}: full {mid*P_BULK*100:.3f}, "
          f"one-mode {law*P_BULK*100:.3f} uC/cm2")
print("NEGLECTED EFFECTS")
print(f"Cell height assumed: {CELL:.2f} nm; L_c/cell = {Lc/CELL:.2f}")
for T in (300.0, 600.0):
    n = smallest_polar_stack(alpha0 * (T_ZERO - T))
    print(f"Discrete cells, {T:.0f} K: thinnest polar stack "
          f"{n} cells = {n*CELL:.1f} nm")
print(f"First-order variant (b<0): polar from {L_first:.3f} nm")
print(f"Electrode gap: {GAP:.0f} nm; screening length {SCREEN:.2f} nm")
print(f"Screened ends: a rises by {100*shift_screened/A_USE:.2f} % of |a|, "
      f"L_c = {thickness_nm(A_USE-shift_screened):.3f} nm")
print(f"Open ends (elliptic estimate): {100*shift_open/A_USE:.2f} % of |a|, "
      f"L_c = {thickness_nm(A_USE-shift_open):.3f} nm")
print(f"Bulk well depth: {well:.2e} J/m3")
print(f"Well depth * xi^3 / kT at {T_USE:.0f} K: {fluctuation:.2f}")
print(f"Uniform-switching coercive field: {coercive/1e8:.2f} MV/cm")
print("verified")
```

Printed output:

```
INPUTS (round model values)
|a| at 300 K: 2.00e+09 V m/C
Temperature T0 where a = 0: 700 K
Slope alpha0: 5.00e+06 V m/(C K)
Bulk polarization at 300 K: 20.0 uC/cm2
Quartic coefficient b: 5.00e+10 V m^5/C^3
Gradient coefficient g: 1.00e-09 V m^3/C
Extrapolation length, both faces: 0.50 nm
CRITICAL THICKNESS
Length xi at 300 K: 0.7071 nm
Ratio xi/delta: 1.4142
arctan(xi/delta): 0.9553 rad
L_c from formula: 1.3510 nm
L_c from energy eigenvalue: 1.3510 nm
Upper limit pi*xi (delta to 0): 2.2214 nm
Largest relative error, five face pairs: 6.7e-15
At 400 K: xi = 0.8165 nm, L_c = 1.6678 nm
At 600 K: xi = 1.4142 nm, L_c = 3.4817 nm
Faces 0.5 and 2.0 nm, 300 K: L_c = 0.9158 nm
FILM OF GIVEN THICKNESS
Thickness: 3.0 nm
Soft-mode wave number k: 0.7950 1/nm
Transition temperature: 573.6 K
Midplane polarization at 300 K: 18.25 uC/cm2
ONSET (midplane polarization)
L/L_c = 1.04: full 5.055, one-mode 5.059 uC/cm2
L/L_c = 1.01: full 2.566, one-mode 2.567 uC/cm2
NEGLECTED EFFECTS
Cell height assumed: 0.50 nm; L_c/cell = 2.70
Discrete cells, 300 K: thinnest polar stack 4 cells = 2.0 nm
Discrete cells, 600 K: thinnest polar stack 8 cells = 4.0 nm
First-order variant (b<0): polar from 1.267 nm
Electrode gap: 1000 nm; screening length 0.05 nm
Screened ends: a rises by 0.56 % of |a|, L_c = 1.357 nm
Open ends (elliptic estimate): 7.62 % of |a|, L_c = 1.433 nm
Bulk well depth: 2.00e+07 J/m3
Well depth * xi^3 / kT at 300 K: 1.71
Uniform-switching coercive field: 1.54 MV/cm
verified
```
